Convexity and Uniqueness of the Potential in Hybrid Plasma Simulations

In a hybrid plasma simulation the ions are particles and the electrons are a fluid. At each time step the ion density n_i(x) is known from the particle positions, and the potential φ follows from Poisson's equation

−ε0 ∇²φ = e (n_i − n_e),  n_e = n0 exp((φ − φ_p)/T).

Here e > 0 is the elementary charge, the ions are singly charged, and T > 0 is the electron temperature in volts. The reference density n0 > 0 and reference potential φ_p are numbers fixed before the solve. The region is bounded, n_i is bounded, and φ is prescribed on the whole boundary (Dirichlet conditions). "Solution" means a bounded solution with finite field energy.

The equation is nonlinear, so it is not obvious that it has only one solution, or that an iterative solver will find it. The parts below settle both questions and then apply the results to a voltage step on a wafer.

**(a) Find a functional of φ whose stationary points, at fixed boundary values, are the solutions.**

Each term of the equation must be the derivative of something. The derivative of −e n_i φ with respect to φ is −e n_i, and that of e n0 T exp((φ − φ_p)/T) is e n_e. The Laplacian comes from the squared gradient. So try

J[φ] = ∫ [ ε0|∇φ|²/2 − e n_i φ + e n0 T exp((φ − φ_p)/T) ] dV.

Change φ to φ + sη, where η is bounded and vanishes on the boundary. The derivative at s = 0 is

dJ/ds = ∫ [ ε0 ∇φ·∇η − e n_i η + e n_e η ] dV.

Since ∇φ·∇η = ∇·(η∇φ) − η∇²φ, the divergence theorem turns the first term into −ε0∫η∇²φ dV plus a surface integral of ε0 η ∂φ/∂n. The surface integral is zero because η = 0 there. Hence

dJ/ds = ∫ η [ −ε0∇²φ − e(n_i − n_e) ] dV.

This vanishes for every allowed η if and only if φ satisfies Poisson's equation.

J is not the field energy. Without electrons and with grounded boundaries, multiplying Poisson's equation by φ and integrating gives ∫ε0|∇φ|² dV = ∫e n_i φ dV, so J equals minus the field energy. Poisson's equation fixes the relative signs of the terms in J; the overall sign is free, and the one used here makes both the squared gradient and the exponential curve upward.

**(b) Is a stationary point a minimum, and can there be two of them?**

Let φ be a solution and η any allowed change, not necessarily small. Expanding the square and factoring the exponential gives, without approximation,

J[φ+η] − J[φ] = ∫ [ ε0∇φ·∇η + ε0|∇η|²/2 − e n_i η + e n_e T(exp(η/T) − 1) ] dV,

where n_e belongs to φ. By the integration in (a) and Poisson's equation,

∫ ε0∇φ·∇η dV = ∫ e(n_i − n_e) η dV.

The ion terms cancel, and −e n_e η joins the exponential:

J[φ+η] − J[φ] = ∫ [ ε0|∇η|²/2 + e n_e T (exp(η/T) − 1 − η/T) ] dV.

The function exp(y) − 1 − y has derivative exp(y) − 1, which is negative for y < 0 and positive for y > 0. Its minimum is therefore 0, reached only at y = 0. Since n_e > 0, the right side is positive unless η = 0. Every solution is thus a strict global minimizer among functions with its boundary values.

Two different solutions φ1 and φ2 would require both J[φ1] < J[φ2] and J[φ2] < J[φ1], which is impossible. The solution is unique.

Strict convexity does not need a solution to start from. Take two different functions φ1, φ2 with the same boundary values and 0 < s < 1. For vectors a and b,

(1−s)|a|² + s|b|² − |(1−s)a + s b|² = s(1−s)|a − b|²,

as multiplying out shows. The ion term is linear and the exponential is convex, so

(1−s)J[φ1] + sJ[φ2] − J[(1−s)φ1 + sφ2] ≥ s(1−s) ∫ ε0|∇(φ1 − φ2)|²/2 dV.

The integral is positive: if it vanished, φ1 − φ2 would be constant, and the boundary makes that constant zero.

The electrons help through their response. Raising the potential locally attracts more electrons, and their negative charge opposes the rise. If the electron density fell with rising φ, this argument would fail.

**(c) Write the one-dimensional problem on a grid. Does a solution exist, and what matrix does Newton's method use?**

Measure potential as u = (φ − φ_p)/T, ion density as ν = n_i/n0, and length in Debye lengths

λ = √(ε0 T/(e n0)).

Then ε0∇²φ becomes (ε0T/λ²)u'' = e n0 u'', and Poisson's equation reads

−u'' = ν − exp(u).

The field term of J per unit area has the prefactor ε0T²/λ = e n0 T λ. The other terms have the same prefactor, once the constant from −e n_i φ_p is dropped. That is the unit of J below.

Divide the gap, of scaled length ℓ, into M cells of width h = ℓ/M. The end values u_0 and u_M are given; the unknowns are u_1 to u_{M−1}. The grid functional is

J_h = Σ (u_{i+1} − u_i)²/(2h) + h Σ (exp(u_i) − ν_i u_i),

with the first sum over cells and the second over interior nodes. Each u_i occurs in two squares, so

G_i = ∂J_h/∂u_i = (2u_i − u_{i−1} − u_{i+1})/h + h(exp(u_i) − ν_i).

Setting G_i = 0 and dividing by h gives the usual three-point Poisson equation. Differentiating again gives the Newton matrix

H = K + h diag(exp(u_i)),

where K has 2/h on the diagonal and −1/h beside it. H is symmetric because it is a matrix of second derivatives. For any vector v, extended by v_0 = v_M = 0,

vᵀHv = Σ (v_{i+1} − v_i)²/h + h Σ exp(u_i) v_i².

This is positive for v ≠ 0, so H is positive definite at every u, not merely at the solution.

A lower bound follows from the eigenvectors of K. Insert v_i = sin(kπi/M), which vanishes at both ends, and use sin(a+b) + sin(a−b) = 2 sin a cos b:

(Kv)_i = (2 − 2cos(kπ/M)) v_i/h = (4/h) sin²(kπ/(2M)) v_i.

The values k = 1, …, M−1 give M−1 different eigenvalues, hence all of them. The smallest has k = 1. Therefore

λ_min(H) ≥ κ + h min exp(u_i),  κ = (4/h) sin²(πh/(2ℓ)).

Existence on the grid now follows. Dropping the positive exponentials leaves a quadratic part of at least κ|u|²/2 and terms at most linear in |u|. So J_h tends to infinity in every direction, and a continuous function with this property has a minimum. There G = 0, and positive definiteness makes the minimum unique. For the continuum problem, part (b) proved uniqueness and minimality of a solution, not its existence.

**(d) Does positive definiteness make full Newton steps safe? If not, find a safe start.**

The Newton step p solves Hp = −G. For G ≠ 0 the slope of J_h along it is Gᵀp = −GᵀH⁻¹G < 0, so a short enough move along p lowers J_h. A full step may still overshoot. A start from which it does no harm can be constructed as follows.

First, a sign rule: if D is diagonal with no negative entries and every component of (K + D)v is ≥ 0, then every v_i ≥ 0. Suppose instead that the smallest component is negative. Because v is zero at the ends, some node m with this smallest value has a neighbour with a larger one. Then (2v_m − v_{m−1} − v_{m+1})/h < 0 and D_m v_m ≤ 0, so component m of (K + D)v is negative, a contradiction.

Now start from the constant

c = max(u_0, u_M, ln max ν),

assuming some ions are present. The differences in G vanish except beside the boundaries, where they contribute (c − u_0)/h ≥ 0 and (c − u_M)/h ≥ 0. Also exp(c) ≥ ν_i. So G ≥ 0 in every component.

Let u* be the solution. The difference exp(u_i) − exp(u*_i) equals a positive secant slope times u_i − u*_i, so

G(u) − G(u*) = (K + D)(u − u*), with D positive.

Since G(u*) = 0, the sign rule says that G(u) ≥ 0 implies u ≥ u*. The same rule applied to H(−p) = G ≥ 0 gives p ≤ 0. After the step,

G_i(u+p) = G_i(u) + (Hp)_i + h exp(u_i)(exp(p_i) − 1 − p_i) = h exp(u_i)(exp(p_i) − 1 − p_i) ≥ 0.

The situation therefore repeats: the iterates decrease and never fall below u*. A decreasing sequence bounded below converges, so p → 0. Since H stays bounded, G = −Hp → 0, and the limit is u*.

The last display used no property of the starting point. From any start, one full step lands on or above the solution, but possibly so far above it that exp(u) exceeds the computer's number range. The danger is numerical overflow, not a second solution.

**(e) What if the electron reference is not fixed?**

Suppose first that the total electron number is given, and the factor in front of exp(u) adjusts to it. A fixed density n0 still sets the units, and N is the electron number per unit area divided by n0λ. Replace hΣexp(u_i) in J_h by N ln(hΣexp(u_i)). Its derivative is

w_i = N exp(u_i)/Σ_j exp(u_j),

the number of electrons in cell i, as Poisson's equation requires. Differentiating once more gives the Newton matrix

H_N = K + diag(w) − wwᵀ/N.

The subtracted term looks dangerous, but with weights w_i/N, which sum to one,

Σ w_i v_i² − (Σ w_i v_i)²/N = N [⟨v²⟩ − ⟨v⟩²] ≥ 0.

This is N times a variance. K is positive definite, so H_N is too, and the solution is again unique. The matrix is now full, although the added part has rank one.

Suppose instead that φ_p is tied to the unknown potential at one node c, so that the electron density is exp(u_i − u_c). With w_i = h exp(u_i − u_c), the Jacobian is

A = K + diag(w) − w e_cᵀ,

where e_c is the unit vector of node c. A is not symmetric, so it is not the second derivative of any functional of u. Moreover,

vᵀAv = vᵀKv + Σ w_i v_i(v_i − v_c).

Choose v_c = 2 and v_i = 1 in the rest of a wide plasma, with gentle ramps to zero at the ends. The spike at c costs 2/h in the first term, while the second is about minus the number of scaled Debye lengths filled with electrons. In a wide gap the sum is negative. For the gap of part (f), with c at the middle, the lowest eigenvalue of the symmetric part of A is −1.12. The uniqueness proof then no longer applies. A negative eigenvalue does not by itself show that several solutions exist, but in this gap the equations hardly fix the plasma potential, because a flat plasma is neutral whatever the value of u_c. The potentials computed with φ_p = 15 V and with φ_p = 200 V both satisfy the self-referenced grid equations to within rounding, although their wall fields are 6.05 and 6.58 kV/cm.

**(f) A wafer facing a plasma is stepped to −1000 V. Find the field at the wafer before the ions move.**

This is the first field solve in a model of plasma immersion ion implantation. Take n0 = 10¹⁰ cm⁻³, T = 3 V (3 eV), a 20 mm gap, a grounded counter-electrode and φ_p = +15 V. The ions are uniform, ν = 1. The Debye length is 0.1288 mm, so ℓ = 155.3, and the end values are

u_0 = (−1000 − 15)/3 = −338.33,  u_M = (0 − 15)/3 = −5.

Multiply u'' = exp(u) − 1 by u' and integrate from the plasma, where u and u' are negligible because the gap is many Debye lengths wide:

u'²/2 = exp(u) − u − 1.

At the wafer exp(u_0) is negligible, so

u'(0) = √(2 × 337.33) = 25.97.

The field strength is this times T/λ = 3 V/0.01288 cm = 233 V/cm, which gives 6.05 kV/cm, directed into the wafer. On grids of 400, 800 and 1600 cells the wall field differs from the first integral by relative errors of 9.3×10⁻⁶, 2.3×10⁻⁶ and 5.8×10⁻⁷. Each halving of h divides the error by four.

Integrating u'' = exp(u) − 1 from wafer to plasma shows that u'(0) is also the width, in Debye lengths, of the ion charge not covered by electrons:

s = 25.97 × 0.1288 mm ≈ 3.34 mm.

With no electrons near the wafer, the potential there is a parabola. At 2 mm it is −1000 + 1210 − 362 = −152 V, where the second term is field times distance and the third is Tx²/(2λ²). The grid solution gives −151.5 V. At 4 mm the electron density is back to 99.6 % of n0.

The safe start of part (d) is u = 0, since both end values are negative and ln ν = 0. Newton's method needs 13 steps from there with 800 cells. From u = 8 it needs 21 and reaches the same potential to within rounding. In a flat region with ν = 1 the step is −(1 − exp(−u)), close to −1 for large u, which is consistent with the eight extra steps.

A straight line between the end values is a poor start. It contains almost no electrons, so the first step nearly solves −u'' = 1 and adds x(ℓ − x)/2 to the line. At mid-gap this is 155.3²/8 ≈ 3015, less 172 for the line. The computed peak is u = 2846, while exp(u) overflows in double precision above u = 709.8.

The smallest eigenvalue of H at the solution is 2.84×10⁻³, well above the electron-free bound κ = 7.9×10⁻⁵. An estimate explains the size: treat the electron-free layer as a box of width 25.97 with rigid ends. With h = 0.194 its lowest eigenvalue is h(π/25.97)² = 2.84×10⁻³. The electrons stiffen the matrix in the plasma, and the softest mode sits in the sheath. The ratio of largest to smallest eigenvalue is about 7300.

The minimum can be probed directly. Adding a half-sine error of +3 V amplitude across the gap raises J by 31.9 μJ/m²; an error of −3 V raises it by 17.9 μJ/m². The field part of the rise is π²/(4ℓ) = 0.016 units of 0.619 μJ/m², or 0.01 μJ/m², so nearly all of it comes from the electrons. The positive error costs more because exp(y) − 1 − y is 0.72 at y = 1 and 0.37 at y = −1.

A separate test used 15 interior nodes, a gap of 10 Debye lengths, random ion densities and end values −5 and 1. A minimizer given only values of J_h, started from four random potentials, agreed with Newton's method to 5×10⁻⁶ in u.

**(g) How far can the 6.05 kV/cm be trusted for a real argon plasma?**

Uniqueness is a property of the equation; it does not make the equation's inputs right. The sizes of several neglected effects can be estimated.

Electrons respond on the scale of their inverse plasma frequency, 0.177 ns, far shorter than the 47.9 ns of the ions. Settling to Boltzmann equilibrium takes at least one crossing of the gap, and without collisions longer: at the thermal speed √(eT/m_e) electrons cross the gap in 27.5 ns. An argon ion in the constant wall field moves 0.55 mm in that time, or 17 % of s. The frozen-ion solution is therefore a first approximation.

It also assumes that the voltage rises slowly enough for the electrons to follow. After a truly abrupt step the expelled electrons overshoot and too many reach the grounded wall. The plasma potential can then rise far above the assumed +15 V, and the wall field oscillates instead of settling at 6.05 kV/cm.

The ion density of a real plasma falls toward its boundaries. If it falls as a Gaussian from n0 at mid-gap to 0.61 n0 at the electrodes, with the other settings held fixed, the wall field becomes 5.01 kV/cm, which is 17 % lower.

Electrons fast enough to climb the 15 V barrier to the grounded wall are lost and do not return. If collisions keep refilling the fast electrons that move toward this wall, only those that would have returned are missing. For a Maxwellian their fraction in the plasma is ½ erfc(√5) = 7.8×10⁻⁴. At that wall half the electrons are missing, but this is only 0.0034 n0. Without collisions nothing refills the fast electrons, because the wafer only reflects electrons, and both figures double. These figures describe a plasma that has already settled. During the step the loss is much larger. If the wafer starts grounded, the layer in front of it grows from √(2 × 4) = 2.8 to 26 Debye lengths, and with frozen ions in this closed gap about 15 % of all electrons must leave through the grounded wall. The thermal flux over a 15 V barrier, n0 exp(−5) √(eT/m_e)/√(2π), would need about 1.5 μs to remove them. So the plasma potential cannot stay at +15 V while the voltage rises on the time scales considered here. By the first integral of part (f), each 20 V of shift in φ_p changes the wall field by about 1 %.

Particle noise enters through n_i. With 100 simulated ions per cell on average, one random sample gave 0.058 V rms of potential noise in the plasma. Samples scatter by about 0.01 V; the linear estimate of the typical level is T√(h/(4 × 100)) = 0.066 V. The potential for each such sample is still unique, because no smoothness of n_i was assumed.

The density, temperature, voltage and gap are chosen inputs, not measurements of a particular device. The voltage rise was also taken to be short compared with the time in which the ions move. If the field at an ion rose linearly to the wall value in 100 ns, the ion would move one third of the constant-field distance, (1/3)(100/27.5)² × 0.55 mm ≈ 2.4 mm, comparable to s. This is only a rough scale, since ions deeper in the layer feel a weaker field and move less. But if the voltage rises linearly over 100 ns, cold ions that start within about 1.4 mm of the wafer reach it before the rise ends. The ions must then be advanced during the rise and the potential solved again at each step. The value 6.05 kV/cm no longer describes that case, but the uniqueness proof and the safe start hold at every step for which the electron reference is given.

The remaining values are listed in the numerical output.

Table of computed values

```
reference density: 1.0e+10 cm^-3
electron temperature: 3.0 eV
gap: 20.0 mm
wafer, ground, plasma potential: -1000, 0, 15 V
Debye length: 0.1288 mm
gap in Debye lengths: 155.33
scaled end values u: -338.333, -5.000
grid cells: 800, spacing 0.1942 Debye lengths
potential at 1 mm: -485.292 V, n_e/n0 = 3.761e-73
potential at 2 mm: -151.536 V, n_e/n0 = 7.790e-25
potential at 3 mm: 1.273 V, n_e/n0 = 1.030e-02
potential at 4 mm: 14.988 V, n_e/n0 = 9.959e-01
potential at 5 mm: 15.000 V, n_e/n0 = 1.000e+00
potential at 10 mm: 15.000 V, n_e/n0 = 1.000e+00
potential at 19 mm: 14.986 V, n_e/n0 = 9.952e-01
wall field, first integral: 6.05182 kV/cm
wall field, 400 cells: 6.05188 kV/cm, relative error 9.31e-06
wall field, 800 cells: 6.05184 kV/cm, relative error 2.33e-06
wall field, 1600 cells: 6.05182 kV/cm, relative error 5.82e-07
uncovered ion width at wafer: 3.344 mm
Newton steps from safe start u=0: 13
Newton steps from start u=8: 21
largest difference of the two solutions: 1.1e-14 V
straight-line start, peak u after one step: 2846
largest u before exp overflows: 709.8
smallest Newton eigenvalue (scaled): 2.8377e-03
largest Newton eigenvalue (scaled): 20.7956
condition number: 7328.3
lower bound without electrons (scaled): 7.9425e-05
self-referenced case, lowest symmetric-part eigenvalue: -1.1226
unit of J per area: 0.6189 uJ/m^2
J at the solution: 3696.289 uJ/m^2
rise of J for +3 V sine error: 31.857 uJ/m^2
rise of J for -3 V sine error: 17.884 uJ/m^2
small random case, BFGS against Newton, largest gap in u: 5.0e-06
inverse electron plasma frequency: 0.177 ns
inverse ion plasma frequency: 47.9 ns
electron thermal transit of gap: 27.5 ns
ion shift at wall field in that time: 0.553 mm
ion shift / uncovered width: 0.165
wall field with presheath density fall: 5.007 kV/cm
relative change of wall field: -0.173
electrons missing in bulk by loss to ground: 7.83e-04 of n_e
electrons missing at grounded wall: 3.37e-03 of n0
bulk potential noise, 100 ions per cell: 0.058 V rms
```
